# Coulomb Sums and Multipole Corrections for a Chain of Gaussian Charge Densities

**Q.** You want the electrostatic energy per cell of an infinite chain. The Coulomb interaction falls as \(1/R\), and the sum of \(1/n\) over neighbours diverges. How can there be an energy to calculate?

**A.** That depends on what is summed before the chain is made long. Let the cells repeat along \(z\) with period \(d\), and let \(\rho(\mathbf r)\) be the complete charge density of one cell, nuclei plus electrons. I use atomic units and keep \(\rho\) fixed. The interaction of cell 0 with cell \(n\) is

\[
E_n=\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'-nd\hat{\mathbf z}|}\,d^3r\,d^3r'.
\]

Exchanging the names \(\mathbf r\) and \(\mathbf r'\) shows that \(E_{-n}=E_n\). Each pair energy belongs half to each partner, so the inter-cell energy per cell is

\[
E=\tfrac12\sum_{n\ne0}E_n=\sum_{n=1}^{\infty}E_n .
\]

Stop at \(N\) neighbours on each side. With nuclear charge \(Z\) and \(N_e\) electrons per cell, the far part of each contribution is a product of charges divided by \(nd\). With \(H_N=\sum_{n=1}^N1/n\), the growing parts are

\[
\frac{N_e^2}{d}H_N,\qquad -\frac{2N_eZ}{d}H_N,\qquad \frac{Z^2}{d}H_N
\]

for electron–electron, electron–nucleus and nucleus–nucleus terms. The middle one has a factor 2 because the electrons of either cell see the nuclei of the other. Together they give \((Z-N_e)^2H_N/d=Q^2H_N/d\), where \(Q\) is the cell charge. Since \(H_N\) grows as \(\ln N\), each piece diverges, but the total logarithm vanishes if and only if \(Q=0\).

**Q.** That looks like subtracting infinities. Do the pieces really behave this way with Gaussian integrals?

**A.** No infinity is subtracted: the pieces are added at finite \(N\), and the limit comes last. Take a chain of aligned hydrogen fluoride molecules with ten electrons each, a chosen bond length of 1.75 bohr and \(d=8\) bohr. The density is that of the isolated molecule at the RHF/cc-pVDZ level. Between \(N=12\) and \(N=24\) the three sums change by

\[
8.409451,\qquad -16.819054,\qquad 8.409598\ \text{hartree}.
\]

Before rounding, they add to \(-5.5\times10^{-6}\) hartree. For comparison, \(H_N=\ln N+\gamma+1/(2N)+\dots\) gives \(H_{2N}-H_N=\ln2-1/(4N)+\dots\). The logarithm alone predicts \(100\ln2/8=8.664\) hartree. The correction at \(N=12\) is \(-100/(8\times48)=-0.260\), which brings it to 8.404.

A charged cell has no such rescue. For \(Q=0.4\) and \(d=10\) bohr, going from 2000 to 4000 neighbours raises the energy by 0.01109 hartree, in agreement with \(Q^2\ln2/d\).

**Q.** An SCF calculation needs the Fock matrix, not just the energy. Does the cancellation survive there?

**A.** Yes, for the Coulomb part. An electron in cell 0 sees neighbours on both sides. For a basis pair \(\chi_p,\chi_q\) with overlap \(S_{pq}\), the growing terms are

\[
-\frac{2Z}{d}H_NS_{pq}+\frac{2N_e}{d}H_NS_{pq}=-\frac{2Q}{d}H_NS_{pq}.
\]

The overlap appears because a potential constant over the pair density multiplies \(\int\chi_p\chi_q\,d^3r\). The same reasoning holds when \(\chi_q\) sits in another cell at a fixed distance. In the example, with both functions in cell 0, the largest change of a potential-matrix element between \(N=12\) and 24 is 1.682 hartree/e for the nuclei alone and \(1.7\times10^{-5}\) for neutral cells. Exchange has a different structure and is not covered by this argument.

**Q.** You replaced charge clouds by charges at a distance. Gaussians never end, so every cell overlaps every other. Why is a multipole expansion allowed?

**A.** Take two normalized s Gaussians with exponents \(a\) and \(b\), a distance \(R\) apart. Their Fourier transforms are \(e^{-k^2/4a}\) and \(e^{-k^2/4b}\). Put \(1/p=1/a+1/b\), so \(p=ab/(a+b)\). The Coulomb kernel is \(4\pi/k^2\), and the angular integral gives

\[
J(R)=\frac{2}{\pi R}\int_0^\infty e^{-k^2/4p}\,\frac{\sin kR}{k}\,dk .
\]

Call the integral \(I(R)\). Then \(I(0)=0\), and differentiation leaves a standard Gaussian integral:

\[
I'(R)=\int_0^\infty e^{-k^2/4p}\cos kR\,dk=\sqrt{\pi p}\,e^{-pR^2}.
\]

Integrating back gives \(I=(\pi/2)\,\mathrm{erf}(\sqrt p\,R)\), hence

\[
J(R)=\frac{\mathrm{erf}(\sqrt p\,R)}{R}=\frac1R-\frac{\mathrm{erfc}(\sqrt p\,R)}{R}.
\]

The last term is the effect of overlap. For \(a=b=0.5\) bohr\(^{-2}\) and \(R=8\) bohr it is \(1.9\times10^{-9}\) hartree. More diffuse functions have a smaller \(p\) and need a larger distance. For two hydrogen fluoride molecules 8 bohr apart, the overlap part of \(E_1\) is about \(-4\times10^{-7}\) hartree in cc-pVDZ and about \(-3\times10^{-6}\) hartree in aug-cc-pVTZ.

A product of two Gaussian basis functions is a finite sum of derivatives of an s Gaussian with respect to its centre. Differentiating \(J\) therefore gives point-multipole interactions plus terms that still carry the factor \(e^{-pR^2}\). Far cells act as point multipoles at the Gaussian centres, up to exponentially small terms.

**Q.** Then expand. A neutral cell can have both a dipole and a quadrupole, so I would expect a dipole–quadrupole term, falling as \(1/R^4\), to survive.

**A.** Write \(\mathbf u=\mathbf r-\mathbf r'\), let \(\theta\) be its angle to the chain, and define \(R_L(\mathbf u)=u^LP_L(\cos\theta)\). For \(u<nd\),

\[
\frac1{|nd\hat{\mathbf z}-\mathbf u|}=\sum_{L=0}^{\infty}\frac{R_L(\mathbf u)}{(nd)^{L+1}} .
\]

For the far Gaussians, \(u\) in this condition is the separation of the centres. Their widths do not enter the moments, because \(R_L\) is harmonic and its average over a sphere is its value at the centre. Thus

\[
E_n\simeq\sum_L\frac{A_L}{(nd)^{L+1}},\qquad
A_L=\iint\rho(\mathbf r)\rho(\mathbf r')R_L(\mathbf r-\mathbf r')\,d^3r\,d^3r',
\]

where \(\simeq\) omits the exponentially small overlap. Exchanging \(\mathbf r\) and \(\mathbf r'\) reverses \(\mathbf u\), and \(R_L(-\mathbf u)=(-1)^LR_L(\mathbf u)\). So \(A_L=(-1)^LA_L\), and every odd term is zero. The term \(A_0=Q^2\) is the logarithm already treated. For a neutral cell the series starts no earlier than \(L=2\).

**Q.** What is \(A_2\), with its sign?

**A.** The polynomial is \(R_2(\mathbf u)=u_z^2-\tfrac12(u_x^2+u_y^2)\). For one Cartesian component,

\[
\iint\rho\rho'(z-z')^2=2Q\int\rho z^2\,d^3r-2\mu_z^2=-2\mu_z^2,
\]

since \(Q=0\) and \(\mu_z=\int\rho z\,d^3r\). The \(x\) and \(y\) components work in the same way, so

\[
A_2=-2\mu_z^2-\tfrac12(-2\mu_x^2-2\mu_y^2)=\mu_\perp^2-2\mu_z^2,
\]

with \(\mu_\perp^2=\mu_x^2+\mu_y^2\). Summing \(n^{-3}\) over all neighbours gives the dipole energy per cell:

\[
E_{\rm dip}=\frac{\zeta(3)}{d^3}\left(\mu_\perp^2-2\mu_z^2\right),\qquad \zeta(3)=1.2020569\ldots
\]

For a dipole along the chain this is

\[
E_{\rm dip}=-\frac{2\zeta(3)\mu^2}{d^3}.
\]

Head-to-tail dipoles attract. Parallel dipoles standing across the chain repel with half the strength. The two effects balance when \(\mu_\perp^2=2\mu_z^2\), at \(\tan\theta_\mu=\sqrt2\), or about \(54.7^\circ\) from the axis.

**Q.** Is this the long-range tail? I thought a tail was what remains after the near cells have been calculated explicitly.

**A.** The distinction matters. The value with \(\zeta(3)\) counts every neighbour, including the nearest. If \(N\) neighbours on each side are treated with full integrals, the remainder contains the Hurwitz function

\[
\zeta(s,N+1)=\sum_{n=N+1}^{\infty}\frac1{n^s},
\qquad
E_{\rm tail}(N)\simeq\sum_{L=2,4,\ldots}\frac{A_L\,\zeta(L+1,N+1)}{d^{L+1}} .
\]

Adding the complete \(\zeta(3)\) term to an explicit sum would count the near cells twice.

For a longitudinal dipole the size of the remainder follows from replacing each \(n^{-3}\) by an integral over the unit interval centred on \(n\):

\[
\zeta(3,N+1)\approx\int_{N+1/2}^{\infty}\frac{dt}{t^3}=\frac1{2(N+\frac12)^2},
\qquad
E_{\rm tail}\approx-\frac{\mu^2}{d^3(N+\frac12)^2}.
\]

Because \(t^{-3}\) is convex, the integral slightly exceeds the sum. At \(N=4\) in the hydrogen fluoride chain the estimate is \(-5.78\times10^{-5}\) hartree against \(-5.71\times10^{-5}\) for the Hurwitz dipole term, an excess of 1.2%.

**Q.** A real molecule is not a point dipole. How do I get the next term without a six-dimensional integral?

**A.** Take a cell with axial symmetry about the chain and define \(Q_l=\int\rho R_l\,d^3r\). Average \(R_L(\mathbf r-\mathbf r')\) over the azimuths of both points. The result is harmonic and axially symmetric in each variable, with total degree \(L\), so it is a combination of products \(R_l(\mathbf r)R_{L-l}(\mathbf r')\). On the axis \(R_l=z^l\), and the coefficients must reproduce \((z-z')^L\). Hence

\[
A_L=\sum_{l=0}^{L}(-1)^{L-l}\binom Ll Q_lQ_{L-l}.
\]

For \(Q_0=0\) and \(Q_1=\mu\), this returns \(A_2=-2\mu^2\). At \(L=4\) the terms \(l=1\) and \(l=3\) each give \(-4\mu Q_3\), and \(l=2\) gives \(6Q_2^2\):

\[
A_4=6Q_2^2-8\mu Q_3 .
\]

With the origin at fluorine, the computed moments are \(\mu=0.774159\), \(Q_2=1.811586\) and \(Q_3=2.992840\) atomic units. Therefore

\[
A_2=-2(0.774159)^2=-1.1986,\qquad
A_4=19.6911-18.5355=1.1556 .
\]

With this origin the two parts of \(A_4\) nearly cancel. The value is sensitive to the basis: in aug-cc-pVTZ the moments become 0.7645, 1.8995 and 3.1423, and \(A_4\) rises to 2.43, about twice the cc-pVDZ value. Moving the origin changes \(Q_2\) and \(Q_3\), and with them the size of each part, but not \(A_4\), whose definition contains coordinate differences only.

If the dipole vanishes, \(A_4=6Q_2^2\ge0\). The leading energy is then \(6\zeta(5)Q_2^2/d^5\), a repulsion between identical axial quadrupoles in line.

**Q.** What must be added to the Fock matrix so that it agrees with this energy?

**A.** Sum the potentials of the cells at \(+n\) and \(-n\) for \(n>N\). Odd \(L\) cancel between the two sides and even \(L\) double. For an axial neutral cell the \(L=2\) integral is

\[
\int\rho(\mathbf r')R_2(\mathbf r-\mathbf r')\,d^3r'=Q\,R_2(\mathbf r)-2\mu z+Q_2=Q_2-2\mu z .
\]

The tail potential and the Fock correction for electrons of charge \(-1\) are, to this order,

\[
V=\frac{2\zeta(3,N+1)}{d^3}(Q_2-2\mu z),\qquad
\Delta F_{pq}=-\frac{2\zeta(3,N+1)}{d^3}\left(Q_2S_{pq}-2\mu z_{pq}\right),
\]

where \(z_{pq}\) is the dipole integral. The matrix is a combination of overlap and dipole integrals only; its coefficient \(Q_2\) needs second-moment integrals contracted with the density.

The energy uses half the potential, because it is bilinear in \(\rho\):

\[
\tfrac12\int\rho V\,d^3r=\frac{\zeta(3,N+1)}{d^3}(Q\,Q_2-2\mu^2)=-\frac{2\zeta(3,N+1)\mu^2}{d^3}.
\]

To vary the energy, keep \(Q\) until after the differentiation. The formula for \(A_L\) then gives the complete \(L=2\) energy as \(\zeta(3,N+1)(2Q\,Q_2-2\mu^2)/d^3\). A small charge \(\delta q\) added at \(\mathbf r\) changes \(Q\) by \(\delta q\) and \(\mu\) by \(z\,\delta q\). The change of \(Q_2\) is multiplied by \(Q=0\) and drops out. The energy therefore changes by \(\zeta(3,N+1)(2Q_2-4\mu z)\,\delta q/d^3=V\,\delta q\), so the Fock matrix takes the full \(V\). The constant \(Q_2\) shifts orbital energies but not the energy of a neutral cell. The sloping part is a field \(-dV/dz=4\zeta(3,N+1)\mu/d^3\), parallel to the dipole. In an SCF calculation \(\mu\) and \(Q_2\) must be updated with the density.

For neighbours 5 to 24 on both sides, the potential matrix from full integrals has a largest element of \(1.675\times10^{-4}\) hartree/e. The \(L=2\) formula, with \(\zeta(3,5)-\zeta(3,25)\) for this finite range, has a largest error of \(7.9\times10^{-7}\), about 0.5% of that element.

**Q.** My next objection is more basic. In a periodic chain I may assign a charge to the next cell. That changes \(\mu\), so how can the energy depend on \(\mu^2\)?

**A.** The inter-cell part does depend on the assignment. The total, including the energy inside the cell, does not. Consider charges \(+q\) and \(-q\) on the axis, a distance \(s=xd\) apart with \(0<x<1\). The interaction with neighbour \(n\) is

\[
E_n=\frac{q^2}{d}\left[\frac2n-\frac1{n+x}-\frac1{n-x}\right]
=\frac{2q^2}{nd}\left[1-\frac1{1-x^2/n^2}\right].
\]

A geometric series followed by the sum over \(n\) gives

\[
E=-\frac{2q^2}{d}\sum_{k=1}^{\infty}\zeta(2k+1)x^{2k}.
\]

Its first term is \(-2\zeta(3)(qs)^2/d^3\), as required. Now include the intra-cell energy \(-q^2/(xd)\) and stop at \(N\):

\[
W_N(x)=\frac{q^2}{d}\left[2H_N-\sum_{n=0}^{N}\frac1{n+x}-\sum_{n=1}^{N}\frac1{n-x}\right].
\]

Pairing \(+q\) with the negative charge on its other side replaces \(x\) by \(1-x\). The first sum becomes \(\sum_{m=1}^{N+1}1/(m-x)\) and the second \(\sum_{m=0}^{N-1}1/(m+x)\). All but two terms cancel in the difference:

\[
W_N(1-x)-W_N(x)=\frac{q^2}{d}\left[\frac1{N+x}-\frac1{N+1-x}\right]\longrightarrow0 .
\]

For \(q=1\), \(d=10\) bohr, \(x=0.3\) and \(N=20\), this difference is \(9.5\times10^{-5}\) hartree. The two truncated totals are indeed \(-0.356790\) and \(-0.356695\) hartree. With each assignment's own dipole tail added, they become \(-0.3568116\) and \(-0.3568116\), matching the exact total to the digits shown. A dipole must therefore be used with the cell that defines it. For separate molecules, one whole molecule per cell is the natural choice.

**Q.** How much does the correction save for the molecular chain?

**A.** The inter-cell energies, in millihartree, are:

| \(N\) | Explicit | With \(L=2\) | With \(L=2,4\) |
|---|---|---|---|
| 1 | −2.27904 | −2.75208 | −2.75078 |
| 2 | −2.57039 | −2.75079 | −2.75059 |
| 4 | −2.69348 | −2.75060 | −2.75057 |
| 8 | −2.73443 | −2.75058 | −2.75057 |

The value converged in the number of neighbours is \(-2.75057\) millihartree, or \(-7.22\) kJ/mol. It is not converged in the basis: aug-cc-pVTZ gives about \(-2.645\) millihartree, or \(-6.94\) kJ/mol, a shift of 4%. With one neighbour on each side, the explicit sum misses 17% of it. The dipole tail reduces the error to 0.055%, and the next term to 0.007%. By the estimate \(\mu^2/[d^3(N+\tfrac12)^2]\), an uncorrected sum reaches the error of the dipole-corrected result at \(N=1\), \(1.5\times10^{-6}\) hartree, when \(N+\tfrac12\approx27.9\), so it needs 28 neighbours on each side.

**Q.** Your converged value itself contains a multipole tail. Is the comparison circular?

**A.** By itself it would not settle the matter. A finite range of neighbours does, because both sides can be computed separately. For neighbours 5 to 24, full integrals give \(-5.51405\times10^{-5}\) hartree. The dipole term gives \(-5.51616\times10^{-5}\), and adding \(L=4\) gives \(-5.51410\times10^{-5}\). Relative to the integrals, the errors are 0.04% and 0.001%.

**Q.** Could I skip the integrals altogether and use \(-2\zeta(3)\mu^2/d^3\)?

**A.** At large \(d\), yes, for this frozen electrostatic energy. At \(d=8\) bohr the formula gives

\[
-\frac{2(1.20206)(0.774159)^2}{8^3}=-2.814\times10^{-3}\ \text{hartree}=-7.39\ \text{kJ/mol}.
\]

The full result is 0.9774 of this. The first correction to the ratio comes from dividing the \(L=4\) energy by the \(L=2\) energy:

\[
\frac{E}{E_{\rm dip}}\approx1+\frac{A_4\zeta(5)}{A_2\zeta(3)d^2}
=1-\frac{0.832}{d^2},
\]

with \(d\) in bohr. At 64 bohr it predicts 0.999797; the computed ratio is 0.999795. At 8 bohr it predicts 0.9870, so \(L=4\) explains only part of the departure. The part left over is about \(-9.6\times10^{-3}\), \(-5.4\times10^{-4}\) and \(-3.3\times10^{-5}\) at 8, 16 and 32 bohr. It falls by factors near 18 and 16 per doubling. An \(L=6\) term gives 16, and it is the main cause: with \(A_6=-12\mu Q_5+30Q_2Q_4-20Q_3^2=48.8\) it contributes \(-8.3\times10^{-3}\), \(-5.2\times10^{-4}\) and \(-3.3\times10^{-5}\). At 8 bohr the terms \(L=8\) to 12 add \(-1.4\times10^{-3}\) and overlap about \(+1.4\times10^{-4}\).

**Q.** Where should I stop trusting the method?

**A.** The cells must be neutral, and the first cell handed to the multipole series must be far enough away for overlap to be negligible. The separation of charge centres must also stay below \((N+1)d\), or the series in \(L\) need not converge. Nearer cells need their full integrals.

Even then, the numbers above are electrostatic energies of frozen RHF densities, not binding energies. They omit the response of each molecule to its neighbours' field, exchange between molecules, and dispersion. The moments also carry the errors of a small basis and of a method without electron correlation. Going from cc-pVDZ to aug-cc-pVTZ lowers \(\mu\) by about 1%, but it changes the coefficient 0.832 to 1.79 and the ratio 0.9774 at 8 bohr to 0.964. The long-range formula accepts better moments unchanged, but it cannot supply the missing interactions. The remaining figures are in the numerical output below.

## Computed values

```
Gaussian exponents 0.5, 0.5 bohr^-2; distance 8.0 bohr
Departure from 1/R: 1.927e-09 hartree
zeta(3) = 1.2020569; transverse sum d^3/mu^2 = 1.20198
Charged cell Q=0.4 e, d=10 bohr, N 2000 to 4000:
  energy growth 0.0110884, Q^2 ln2/d 0.0110904 hartree
Unit charges, separation 3 bohr, d=10 bohr:
  inter-cell -0.02347831, dipole term -0.02163702 hartree
  exact total per cell -0.35681164 hartree
  partner at  3.0 bohr, N=20: plain -0.35679024, corrected -0.35681164 hartree
  partner at -7.0 bohr, N=20: plain -0.35669505, corrected -0.35681158 hartree
HF molecule chain, RHF/cc-pVDZ: bond 1.75 bohr, d 8.0 bohr
  molecular RHF energy -100.018981 hartree
  mu 0.774159 e bohr, Q2 1.811586 e bohr^2, Q3 2.992840 e bohr^3
  (origin at F) A2 -1.198645 e^2 bohr^2, A4 1.155585 e^2 bohr^4
Energy sums per cell (hartree): N, ee, en, nn, total
   6    30.680415   -61.441894    30.758756  -0.00272303
  12    38.845935   -77.773492    38.924813  -0.00274309
  24    47.255386   -94.592546    47.334411  -0.00274862
  100 ln2/d = 8.664340 hartree
Largest potential-matrix growth, N 12 to 24 (hartree/e):
  nuclei alone 1.682187, neutral cells 1.673e-05
Neighbours 5 to 24, energy (hartree):
  integrals -0.0000551405, L=2 -0.0000551616, L=2,4 -0.0000551410
  potential matrix: largest element 1.675e-04, largest error 7.877e-07 hartree/e
Inter-cell energy (hartree): N, plain, with L=2, with L=2,4
  1 -0.002279041 -0.002752078 -0.002750775
  2 -0.002570388 -0.002750787 -0.002750586
  4 -0.002693484 -0.002750595 -0.002750574
  8 -0.002734430 -0.002750575 -0.002750574
  converged -0.002750574 hartree
Dipole tail beyond N=4: -5.7111e-05, estimate -5.7805e-05 hartree
-2 zeta(3) mu^2/d^3 = -0.002814140 hartree = -7.3885 kJ/mol
Converged inter-cell energy = -7.2216 kJ/mol
d (bohr), energy (hartree), ratio to -2 zeta(3) mu^2/d^3
     8 -2.750574e-03 0.977412
    16 -3.504344e-04 0.996210
    32 -4.393378e-05 0.999155
    64 -5.495240e-06 0.999795
Predicted ratio at d=64 bohr with L=4: 0.999797
```
